# Which LO mode belongs to a weak TO in a strong band?

## Question

I am studying a model crystal with three infrared-active modes polarized along one axis. The cell volume is \(V=60\) Å³ and the electronic dielectric constant along the axis is \(\varepsilon_\infty=4\). The TO frequencies are 10, 13 and 20 THz, with mode effective charges 0.9, 0.1 and 0.1 in units of \(e/\sqrt{\mathrm u}\), where u is the atomic mass unit. So there is one strong mode and there are two equally weak ones.

Adding the long-range Coulomb term and diagonalizing gives LO frequencies of 12.94, 15.84 and 20.09 THz. I paired them with the TO modes in order and computed a charge from each splitting, as one would for a crystal with a single polar mode. This gives 0.61, 0.67 and 0.14 instead of 0.9, 0.1 and 0.1. The weak 13 THz mode seems to have acquired a huge LO–TO splitting.

Which LO really belongs to the 13 THz mode? I would have thought that the Coulomb term can only stiffen a mode, so that its LO has to be sought above 13 THz.

## Answer

No LO belongs to the 13 THz mode in the sense of sharing its eigenvector. The LO that consists mostly of that mode is the one at 12.94 THz, just *below* its TO. This does not conflict with a Coulomb term that stiffens the lattice, as the equations of motion show.

### The longitudinal equations of motion

Take a harmonic, undamped insulator of orthorhombic symmetry, with the axis \(x\) a principal axis. Wavevectors are small compared with the Brillouin zone but large compared with \(\omega/c\), so retardation is negligible. Let \(\mathbf e_m\) be the orthonormal zone-centre eigenvectors polarized along \(x\), with frequencies \(\omega_m\) in zero macroscopic field, and let \(c_m\) be their mass-weighted amplitudes. The mode charge is

\[
z_m=e\sum_{\kappa\alpha}\frac{Z^*_{\kappa,x\alpha}\,e_{m,\kappa\alpha}}{\sqrt{M_\kappa}},
\]

where \(Z^*_{\kappa,x\alpha}\) is the Born charge tensor of atom \(\kappa\) in units of \(e\), and \(M_\kappa\) is its mass. The ionic polarization and the equation of motion in a field \(E\) along \(x\) are

\[
P_{\rm ion}=\frac1V\sum_n z_nc_n,\qquad
\ddot c_m=-\omega_m^2c_m+z_mE .
\]

If \(\mathbf q\) is perpendicular to \(x\), the wave is transverse. Its field is smaller than \(P/\varepsilon_0\) by a factor of order \((\omega/cq)^2\) and drops out, so the \(\omega_m\) are the TO frequencies.

If \(\mathbf q\) is along \(x\), the wave is longitudinal. Without free charge \(\mathbf q\cdot\mathbf D=0\), and since \(\mathbf D\) is parallel to \(\mathbf q\), it vanishes:

\[
0=D=\varepsilon_0\varepsilon_\infty E+P_{\rm ion}
\quad\Rightarrow\quad
E=-\frac{P_{\rm ion}}{\varepsilon_0\varepsilon_\infty}.
\]

Insert this field, set \(\ddot c_m=-\omega^2c_m\), and define \(s_m=z_m/\sqrt{\varepsilon_0\varepsilon_\infty V}\), which is a frequency:

\[
\omega^2c_m=\omega_m^2c_m+s_m\sum_n s_nc_n .
\tag{1}
\]

The longitudinal dynamical matrix is therefore \(\mathrm{diag}(\omega_m^2)+\mathbf s\mathbf s^{T}\). The Coulomb term has rank one because all modes act on one another through a single quantity, the macroscopic field.

### Why there is no one-to-one pairing

Let all \(N\) modes be bright (\(s_m\neq0\)) and non-degenerate. Write \(x=\omega^2\) and \(S=\sum_n s_nc_n\). Equation (1) becomes

\[
(x-\omega_m^2)\,c_m=s_mS .
\tag{2}
\]

Could \(S\) vanish? Then each \(c_m\) would be zero unless \(x=\omega_m^2\), which can hold for one mode at most. That one amplitude would give \(S=s_mc_m\neq0\), a contradiction. So \(S\neq0\). The right side of (2) is then nonzero for every \(m\), hence \(x\neq\omega_m^2\) and

\[
c_m=\frac{s_mS}{x-\omega_m^2}\neq0 .
\tag{3}
\]

Every LO eigenvector contains every bright TO eigenvector. With all modes bright and non-degenerate, a common eigenvector therefore requires \(N=1\).

Multiplying (3) by \(s_m\), summing over \(m\) and dividing by \(S\) gives the condition for the LO frequencies:

\[
f(x)\equiv1+\sum_m\frac{s_m^2}{\omega_m^2-x}=0 .
\tag{4}
\]

This \(f\) is the dielectric function divided by \(\varepsilon_\infty\). Indeed, a driving field \(E\) produces \(c_m=z_mE/(\omega_m^2-x)\), so

\[
\varepsilon(\omega)=\varepsilon_\infty+\frac{P_{\rm ion}}{\varepsilon_0E}
=\varepsilon_\infty+\sum_m\frac{z_m^2}{\varepsilon_0V(\omega_m^2-x)}
=\varepsilon_\infty f(x).
\]

### Where the LO frequencies must lie

Between its poles \(f\) rises, since

\[
f'(x)=\sum_m\frac{s_m^2}{(\omega_m^2-x)^2}>0 .
\]

Just above a pole \(f\to-\infty\), and just below the next one \(f\to+\infty\), so there is one zero between neighbouring TO frequencies. Above the last pole \(f\) rises from \(-\infty\) to 1, which gives one more zero. Below the first pole every term is positive and there is none. With \(\Omega_n\) the LO frequencies in ascending order,

\[
\omega_1<\Omega_1<\omega_2<\Omega_2<\dots<\omega_N<\Omega_N .
\tag{5}
\]

Your numbers obey this: 10 < 12.94 < 13 < 15.84 < 20 < 20.09 THz. The stiffening you expect is the statement \(\Omega_n>\omega_n\) for levels counted in order. It says nothing about which displacement pattern sits at which level.

Two exceptions follow from (1). A dark mode, \(s_m=0\), decouples and keeps its frequency. If two bright modes are degenerate, their combination with zero total dipole also stays where it was.

### The LO with the character of the weak mode

Single out a weak mode \(w\), and let \(\varepsilon_b\) be the dielectric function of everything else. The condition \(\varepsilon=0\) reads

\[
\varepsilon_b(\Omega)+\frac{\varepsilon_\infty s_w^2}{\omega_w^2-\Omega^2}=0
\quad\Rightarrow\quad
\Omega^2=\omega_w^2+\frac{\varepsilon_\infty s_w^2}{\varepsilon_b(\Omega)} .
\]

For small \(s_w\) one root lies close to \(\omega_w\), and \(\varepsilon_b\) may be evaluated there:

\[
\Omega^2\simeq\omega_w^2+\frac{\varepsilon_\infty s_w^2}{\varepsilon_b(\omega_w)} ,
\tag{6}
\]

with an error of order \(s_w^4\), provided that \(\omega_w\) is not close to a zero of \(\varepsilon_b\) (a pole does no harm by itself, since \(1/\varepsilon_b\) is smooth there). The content of this LO follows from (3):

\[
\frac{c_m}{c_w}=\frac{s_m}{s_w}\,\frac{\Omega^2-\omega_w^2}{\Omega^2-\omega_m^2}
\simeq\frac{\varepsilon_\infty\,s_ms_w}{\varepsilon_b(\omega_w)\,(\omega_w^2-\omega_m^2)} .
\]

This is proportional to \(s_w\), so the root near \(\omega_w\) is mainly the weak mode. It lies above its TO if \(\varepsilon_b>0\), and below it if \(\varepsilon_b<0\), that is, between a TO frequency of the remaining modes and the next zero of \(\varepsilon_b\) above it. In your crystal this is the band of the strong mode.

In your crystal the strengths, divided by \(2\pi\), are the charges times 13.57 THz: 12.217 THz for the strong mode and 1.3575 THz for each weak one. Their squares are 149.26 and 1.843 THz². At 13 THz

\[
\varepsilon_b=4\left[1+\frac{149.26}{100-169}+\frac{1.843}{400-169}\right]=-4.62,
\]

and (6) gives

\[
\nu^2\simeq169+\frac{4\times1.843}{-4.62}=167.4\ \mathrm{THz^2},
\qquad \nu\simeq12.94\ \mathrm{THz}.
\]

Diagonalization gives 12.941 THz (431.7 cm⁻¹), which is 0.059 THz below the TO. The equally weak mode at 20 THz lies above the strong band, where \(\varepsilon_b=+1.98\), and its LO is 0.092 THz above its TO. The squared components of the LO eigenvectors confirm the labels:

| LO (THz) | TO 10 | TO 13 | TO 20 |
|---|---|---|---|
| 12.94 | 4.0 % | 96.0 % | 0.004 % |
| 15.84 | 94.8 % | 4.0 % | 1.2 % |
| 20.09 | 1.2 % | 0.02 % | 98.8 % |

### How a Coulomb field can soften a mode

Let \(P_w\) be the polarization carried by the weak mode itself. The electrons and the other modes respond to the field through \(\varepsilon_b\), so \(D=0\) becomes

\[
\varepsilon_0\varepsilon_b(\Omega)E+P_w=0
\quad\Rightarrow\quad
E=-\frac{P_w}{\varepsilon_0\varepsilon_b(\Omega)} .
\]

With \(\varepsilon_b>0\) the field opposes \(P_w\) and adds to the restoring force. With \(\varepsilon_b<0\) it points along \(P_w\) and weakens the restoring force. The strong mode, driven above its own resonance, moves in antiphase to the field at both weak-mode LOs. What decides the sign of \(\varepsilon_b\) is the size of this response. Neglecting the small term of the other weak mode, \(\varepsilon_b=\varepsilon_\infty[1-s_1^2/(\Omega^2-\omega_1^2)]\), where 1 labels the strong mode. The ratio \(s_1^2/(\Omega^2-\omega_1^2)\) is 2.21 at 12.94 THz, so \(\varepsilon_b<0\), the field lies along \(P_w\), and the strong mode's polarization opposes and overcompensates \(P_w\). At 20.09 THz the ratio is only 0.49, so \(\varepsilon_b>0\), the field opposes \(P_w\), and the strong mode's polarization adds to \(P_w\). The total ionic polarization is

\[
P_{\rm ion}=-\varepsilon_0\varepsilon_\infty E=\frac{\varepsilon_\infty}{\varepsilon_b(\Omega)}\,P_w ,
\]

which is \(-0.83\,P_w\) for the LO at 12.94 THz and \(+2.00\,P_w\) for the one at 20.09 THz.

The same result can be read as level repulsion. Keep the modes at 10 and 13 THz and call them 1 and \(w\). The matrix in (1) has the diagonal elements \(\omega_1^2+s_1^2\) and \(\omega_w^2+s_w^2\) and the off-diagonal element \(s_1s_w\). To order \(s_w^2\) the weak level shifts by

\[
s_w^2+\frac{s_1^2s_w^2}{\omega_w^2-\omega_1^2-s_1^2}
=1.843-3.427=-1.584\ \mathrm{THz^2}.
\]

The first term is the direct stiffening you had in mind. The second is repulsion from the strong LO, which lies above, and here it is the larger of the two. Diagonalizing the two-mode matrix gives \(-1.52\) THz².

### Following frequencies or following characters

Multiply the Coulomb term by a factor \(\lambda\) and raise it from 0 to 1. For a normalized eigenvector \(\mathbf v_n\), first-order perturbation theory gives

\[
\frac{d\Omega_n^2}{d\lambda}=(\mathbf s\cdot\mathbf v_n)^2>0 ,
\]

where the right side is nonzero because \(S\neq0\). Each level rises steadily: 10 goes to 12.94 THz and 13 goes to 15.84 THz. This is your pairing in order, and as a statement about levels it is correct.

On the way, however, the strong mode catches up with the weak one. Their diagonal elements meet when \(100+149.26\lambda=169+1.843\lambda\), at \(\lambda=0.468\). With all three modes included, the lowest eigenvector is half strong mode at \(\lambda=0.470\), where the two levels are at 12.73 and 13.33 THz. They avoid crossing and exchange characters. Continuity in frequency and similarity of eigenvectors thus give two different pairings.

### Getting the charges right

The rule \(s^2=\Omega^2-\omega^2\) is (4) with a single term. For your second pair it gives \(15.836^2-13^2=81.8\) THz² instead of 1.843 THz². Pairing by character does not rescue it: \(12.941^2-13^2=-1.53\) THz² would be the square of an imaginary charge.

All frequencies have to be used together. The product \(f(x)\prod_n(\omega_n^2-x)\) is a polynomial of degree \(N\) with leading term \((-x)^N\) and zeros at \(\Omega_l^2\). Hence

\[
f(x)=\frac{\prod_l(\Omega_l^2-x)}{\prod_n(\omega_n^2-x)} .
\]

Multiply this and (4) by \(\omega_m^2-x\) and let \(x\to\omega_m^2\). In (4) the term \(s_m^2\) alone survives, so

\[
s_m^2=\frac{\prod_l(\Omega_l^2-\omega_m^2)}{\prod_{n\neq m}(\omega_n^2-\omega_m^2)} .
\]

For the 13 THz mode

\[
s^2=\frac{(-1.53)(81.8)(234.7)}{(-69)(231)}=1.84\ \mathrm{THz^2},
\]

which is the charge 0.1 \(e/\sqrt{\mathrm u}\) you started from. The other two charges come out as 0.9 and 0.1. Only magnitudes are obtained, because (4) contains the charges squared. No pairing enters, since the products run over all LO frequencies.

### What a reflectivity measurement would show

Between \(\Omega_1=12.941\) THz and the TO at 13 THz, \(f\) rises from zero to \(+\infty\), so \(\varepsilon>0\). On either side of this interval, from 10 to 12.941 THz and from 13 to 15.836 THz, \(\varepsilon<0\) and an undamped half-space reflects totally. The weak mode therefore cuts a narrow window into the strong band, with the LO as its lower edge and the TO as its upper edge. At the midpoint \(\varepsilon=4.91\), and the reflectivity at normal incidence is

\[
R=\left(\frac{\sqrt{4.91}-1}{\sqrt{4.91}+1}\right)^2=0.14 .
\]

The window is 0.059 THz wide, so a linewidth of the weak mode of that size can no longer be neglected.

### When the label itself fails

Equation (6) breaks down when the weak TO approaches the LO of the strong mode, where \(\varepsilon_b\) passes through zero. In the two-mode crystal, choose \(\omega_w\) such that \(\omega_w^2+s_w^2=\omega_1^2+s_1^2\). The diagonal elements are then equal, the eigenvectors are \((1,\pm1)/\sqrt2\), and

\[
\Omega^2=\omega_1^2+s_1^2\pm s_1s_w .
\]

With the charges 0.9 and 0.1 this happens for a weak TO at 15.73 THz. The LOs are at 15.25 and 16.30 THz, and each is half strong and half weak. The splitting of \(\Omega^2\) is now linear in \(s_w\), not quadratic, and asking which LO belongs to the weak mode has no answer. The ordering (5) still holds.

The numerical check accompanying this answer also compares the zeros of the driven response with direct diagonalization for random models of five charged masses joined by springs, with the rank-one Coulomb term included, and confirms the interlacing there.

## Table of computed values

```
dipole sum: (E_L - E_T)/(-P/eps0) = 0.9913
random crystals tested = 20
largest root difference (model units) = 2.5e-14
cell volume = 60 A^3, eps_inf = 4
s for unit mode charge = 13.5746 THz
TO1: nu = 10.0 THz, z = 0.9 e/sqrt(u), s = 12.2171 THz
TO2: nu = 13.0 THz, z = 0.1 e/sqrt(u), s = 1.3575 THz
TO3: nu = 20.0 THz, z = 0.1 e/sqrt(u), s = 1.3575 THz
LO1: nu = 12.9410 THz = 431.67 cm^-1
   weights on TO1,TO2,TO3 = 0.03999, 0.95997, 0.00004
LO2: nu = 15.8364 THz = 528.25 cm^-1
   weights on TO1,TO2,TO3 = 0.94825, 0.03979, 0.01196
LO3: nu = 20.0918 THz = 670.19 cm^-1
   weights on TO1,TO2,TO3 = 0.01176, 0.00024, 0.98800
LO of strong mode alone = 15.7879 THz
LO1 - TO2 = -0.0590 THz
LO3 - TO3 = 0.0918 THz
weak TO2: eps_b = -4.6207, LO estimate = 12.9385 THz
   error ratio on halving charge = 15.88
   P_total/P_weak in its LO = -0.8304
weak TO3: eps_b = 1.9780, LO estimate = 20.0929 THz
   error ratio on halving charge = 15.93
   P_total/P_weak in its LO = 1.9974
two-mode direct push = 1.8427 THz^2
two-mode repulsion = -3.4269 THz^2
two-mode exact shift = -1.5205 THz^2
characters exchange at Coulomb scale = 0.4697
   lowest two frequencies there = 12.7317, 13.3270 THz
window midpoint = 12.9705 THz, eps = 4.9054
   reflectivity there = 0.1428
reflectivity at 11 THz = 1.0000
charges from all frequencies = 0.9000, 0.1000, 0.1000 e/sqrt(u)
charges from single pairs = 0.6051, 0.6662, 0.1413 e/sqrt(u)
eps(0) = 10.0324, eps(0)/eps_inf = 2.5081
product of (LO/TO)^2 = 2.5081
resonant case: weak TO = 15.7294 THz
   LOs = 15.2536, 16.3047 THz
   weak-mode weights = 0.5000, 0.5000
degenerate pair at 13 THz: LOs = 13.0000, 17.8914 THz
```
